# Comment: why a plasmon-pole frequency is not the plasmon dispersion: a program that tests the result

```python
"""
Result under test (electron gas, T = 0, RPA, Hartree atomic units):
  true plasmon             Omega^2 = wp^2 + (3/5) vF^2 q^2 + ...
  f-sum + static pole (HL) w^2     = wp^2 + (1/3) vF^2 q^2 + ...
  Godby-Needs pole (GN)    w^2     = wp^2 + (1/3 - 4 wp^2/(15 w0^2)) vF^2 q^2 + ...
The difference 3/5 - 1/3 = 4/15 is the particle-hole continuum's part of
the static sum rule (2/pi) Int L/w dw = 1 - 1/eps(q,0), L = Im(-1/eps).
Symbols: kF Fermi wave vector (= vF), wp plasma frequency, kTF Thomas-Fermi
wave vector, q wave vector, w0 size of the imaginary fitting frequency.
"""
import cmath
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
X, WX = np.polynomial.legendre.leggauss(200)


def fermi_wavevector(rs):
    return (9 * np.pi / 4) ** (1 / 3) / rs


def plasma_frequency(kF):
    density = kF**3 / (3 * np.pi**2)
    return np.sqrt(4 * np.pi * density)


def eps_sum(kF, q, z):
    """Dielectric function from the sum over occupied states, z off the continuum."""
    delta = q * kF * X + q * q / 2
    chi = kF**3 / (4 * np.pi**2) * np.sum(WX * (1 - X**2) * 2 * delta / (z * z - delta**2))
    return 1 - 4 * np.pi / q**2 * chi


def eps_slope(kF, q, w):
    """Frequency derivative of eps_sum at real w above the continuum."""
    delta = q * kF * X + q * q / 2
    terms = WX * (1 - X**2) * 2 * delta * (-2 * w) / (w * w - delta**2) ** 2
    return -4 * np.pi / q**2 * kF**3 / (4 * np.pi**2) * np.sum(terms)


def eps_static(kF, q):
    """Static dielectric function from the principal-value sum over states."""
    pv = quad(lambda x: 1 - x * x, -1, 1, weight="cauchy", wvar=-q / (2 * kF),
              epsabs=1e-12, epsrel=1e-12)[0]
    return 1 + 4 * np.pi / q**2 * kF**3 / (4 * np.pi**2) * 2 / (q * kF) * pv


def eps_closed(kF, q, z):
    """Lindhard closed form for Im z > 0."""
    Q = q / kF
    lower, upper = z / (q * kF) - Q / 2, z / (q * kF) + Q / 2
    bracket = (0.5 - (1 - lower**2) / (4 * Q) * cmath.log((lower + 1) / (lower - 1))
               + (1 - upper**2) / (4 * Q) * cmath.log((upper + 1) / (upper - 1)))
    return 1 + 4 * kF / np.pi / q**2 * bracket


def plasmon(kF, q):
    edge = q * kF + q * q / 2
    return brentq(lambda w: eps_sum(kF, q, w), edge * (1 + 1e-6),
                  3 * plasma_frequency(kF) + edge, xtol=1e-14, rtol=1e-14)


def pole_hl(kF, q):
    return plasma_frequency(kF) / np.sqrt(1 - 1 / eps_static(kF, q))


def pole_gn(kF, q, w0):
    at_zero = 1 - 1 / eps_static(kF, q)
    at_imag = 1 - 1 / eps_sum(kF, q, 1j * w0).real
    return w0 / np.sqrt(at_zero / at_imag - 1)


def spectral_parts(kF, q, weight):
    """(2/pi) Int weight(w) L(q,w) dw: plasmon part and continuum part."""
    Om = plasmon(kF, q)
    pole_part = 2 * weight(Om) / eps_slope(kF, q, Om)

    def integrand(w):
        return weight(w) * (-1 / eps_closed(kF, q, w + 1e-12j)).imag

    kink, edge = q * kF - q * q / 2, q * kF + q * q / 2
    total = sum(quad(integrand, a, b, epsabs=1e-12, epsrel=1e-9, limit=200)[0]
                for a, b in ((0, kink), (kink, edge)))
    return pole_part, 2 / np.pi * total


def small_q_limit(function, kF):
    """Extrapolate function(q) = c0 + c1 q^2 + ... to q = 0."""
    return (4 * function(0.03 * kF) - function(0.06 * kF)) / 3


# Closed form against the sum over states, at complex frequencies
kF = fermi_wavevector(4.0)
wp = plasma_frequency(kF)
kTF = np.sqrt(4 * kF / np.pi)
for Q in (0.2, 0.6, 1.3):
    for z in (0.1 + 0.06j, 0.25 + 0.08j, 0.2j):
        a, b = eps_closed(kF, Q * kF, z), eps_sum(kF, Q * kF, z)
        assert abs(a - b) < 1e-8 * abs(b)

q_meet = brentq(lambda Q: eps_closed(kF, Q * kF, kF**2 * (Q + Q * Q / 2) + 1e-12j).real,
                0.1, 1.9)
print(f"rs = {4.0:.1f} bohr, kF = {kF:.4f} 1/bohr")
print(f"kTF = {kTF:.4f} 1/bohr")
print(f"wp = {wp:.5f} hartree = {wp * HARTREE_EV:.3f} eV")
print(f"plasmon meets continuum at q/kF = {q_meet:.3f}")

# Small-q coefficients of the squared frequencies, at two densities
print("q^2 coefficients of squared frequency, units vF^2:")
for rs in (2.0, 4.0):
    k = fermi_wavevector(rs)
    w = plasma_frequency(k)

    def coefficient(frequency):
        return small_q_limit(lambda q: (frequency(q) ** 2 - w * w) / (k * q) ** 2, k)

    c_true = coefficient(lambda q: plasmon(k, q))
    c_hl = coefficient(lambda q: pole_hl(k, q))
    c_gn1 = coefficient(lambda q: pole_gn(k, q, w))
    c_gn2 = coefficient(lambda q: pole_gn(k, q, 2 * w))
    w_ratio = small_q_limit(
        lambda q: (1 - (w / plasmon(k, q)) ** 2) * eps_static(k, q), k)
    assert abs(c_true - 3 / 5) < 2e-4
    assert abs(c_hl - 1 / 3) < 2e-4
    assert abs(c_gn1 - 1 / 15) < 2e-4
    assert abs(c_gn2 - (1 / 3 - 4 / 15 / 4)) < 2e-4
    assert abs(w_ratio - 9 / 5) < 2e-3
    print(f" rs={rs:.0f}: true plasmon {c_true:.4f}")
    print(f" rs={rs:.0f}: HL pole {c_hl:.4f}")
    print(f" rs={rs:.0f}: GN pole, w0=wp {c_gn1:.4f}")
    print(f" rs={rs:.0f}: GN pole, w0=2wp {c_gn2:.4f}")
    print(f" rs={rs:.0f}: static W, pole at Omega / true {w_ratio:.3f}")

# Continuum weight in the small-q scaling limit, with u = w/(q vF) = tanh t


def scaled_loss(t):
    u = np.tanh(t)
    return 1 / np.cosh(t) ** 2 / ((1 - u * t) ** 2 + (np.pi * u / 2) ** 2)


static_limit = quad(scaled_loss, 0, 25, epsabs=1e-12, limit=200)[0]
fsum_limit = quad(lambda t: np.tanh(t) ** 2 * scaled_loss(t), 0, 25,
                  epsabs=1e-12, limit=200)[0]
assert abs(static_limit - 4 / 5) < 1e-8
assert abs(fsum_limit - 36 / 175) < 1e-8
q = 0.05 * kF
static_c = spectral_parts(kF, q, lambda w: 1 / w)[1] * (kTF / q) ** 2
fsum_c = spectral_parts(kF, q, lambda w: w)[1] / wp**2 * (kTF / q) ** 4
assert abs(static_c - 4 / 5) < 0.02
assert abs(fsum_c / (108 / 175) - 1) < 0.03
print(f"scaled continuum integral, weight 1/u: {static_limit:.6f}")
print(f"scaled continuum integral, weight u: {fsum_limit:.6f}")
print(f"q/kF=0.05: static part/(q/kTF)^2 = {static_c:.4f}")
print(f"q/kF=0.05: f-sum share/(q/kTF)^4 = {fsum_c:.4f}")

# Worked example at finite q: sum rules and averages from the full spectrum
for Q in (0.2, 0.4, 0.6):
    q = Q * kF
    Om, hl, gn = plasmon(kF, q), pole_hl(kF, q), pole_gn(kF, q, wp)
    inv_eps = 1 / eps_static(kF, q)
    m_inv = spectral_parts(kF, q, lambda w: 1 / w)
    m_one = spectral_parts(kF, q, lambda w: w)
    m_three = spectral_parts(kF, q, lambda w: w**3)
    g_num = spectral_parts(kF, q, lambda w: w / (w * w + wp * wp))
    g_den = spectral_parts(kF, q, lambda w: 1 / (w * (w * w + wp * wp)))
    third = np.sqrt(sum(m_three) / sum(m_one))
    assert abs(sum(m_one) / wp**2 - 1) < 1e-6
    assert abs(sum(m_inv) - (1 - inv_eps)) < 1e-6
    assert abs(third**2 / (wp**2 + 0.6 * (kF * q) ** 2 + q**4 / 4) - 1) < 1e-6
    assert abs(np.sqrt(sum(m_one) / sum(m_inv)) / hl - 1) < 1e-6
    assert abs(np.sqrt(sum(g_num) / sum(g_den)) / gn - 1) < 1e-6
    assert gn < hl < third < Om
    print(f"q/kF = {Q:.1f}:")
    print(f" continuum edge {(q * kF + q * q / 2) * HARTREE_EV:.3f} eV")
    print(f" true plasmon Omega {Om * HARTREE_EV:.3f} eV")
    print(f" HL pole {hl * HARTREE_EV:.3f} eV")
    print(f" GN pole (w0=wp) {gn * HARTREE_EV:.3f} eV")
    print(f" third-moment frequency {third * HARTREE_EV:.3f} eV")
    print(f" continuum share of f-sum {m_one[1] / sum(m_one):.6f}")
    print(f" static sum: plasmon {m_inv[0]:.5f}, continuum {m_inv[1]:.5f}")
    print(f" continuum share of static sum {m_inv[1] / sum(m_inv):.5f}")
    print(f" 1/eps(q,0): true {inv_eps:.5f}, pole at Omega {1 - (wp / Om) ** 2:.5f}")

print("every check passed")
```

Running it gives:

```
rs = 4.0 bohr, kF = 0.4798 1/bohr
kTF = 0.7816 1/bohr
wp = 0.21651 hartree = 5.891 eV
plasmon meets continuum at q/kF = 0.945
q^2 coefficients of squared frequency, units vF^2:
 rs=2: true plasmon 0.6000
 rs=2: HL pole 0.3333
 rs=2: GN pole, w0=wp 0.0667
 rs=2: GN pole, w0=2wp 0.2667
 rs=2: static W, pole at Omega / true 1.800
 rs=4: true plasmon 0.6000
 rs=4: HL pole 0.3333
 rs=4: GN pole, w0=wp 0.0667
 rs=4: GN pole, w0=2wp 0.2667
 rs=4: static W, pole at Omega / true 1.800
scaled continuum integral, weight 1/u: 0.800000
scaled continuum integral, weight u: 0.205714
q/kF=0.05: static part/(q/kTF)^2 = 0.8007
q/kF=0.05: f-sum share/(q/kTF)^4 = 0.6213
q/kF = 0.2:
 continuum edge 1.378 eV
 true plasmon Omega 5.973 eV
 HL pole 5.936 eV
 GN pole (w0=wp) 5.900 eV
 third-moment frequency 5.972 eV
 continuum share of f-sum 0.000156
 static sum: plasmon 0.97286, continuum 0.01224
 continuum share of static sum 0.01243
 1/eps(q,0): true 0.01490, pole at Omega 0.02699
q/kF = 0.4:
 continuum edge 3.007 eV
 true plasmon Omega 6.232 eV
 HL pole 6.069 eV
 GN pole (w0=wp) 5.918 eV
 third-moment frequency 6.223 eV
 continuum share of f-sum 0.003358
 static sum: plasmon 0.89059, continuum 0.05182
 continuum share of static sum 0.05498
 1/eps(q,0): true 0.05759, pole at Omega 0.10641
q/kF = 0.6:
 continuum edge 4.886 eV
 true plasmon Omega 6.732 eV
 HL pole 6.290 eV
 GN pole (w0=wp) 5.935 eV
 third-moment frequency 6.668 eV
 continuum share of f-sum 0.026430
 static sum: plasmon 0.74572, continuum 0.13153
 continuum share of static sum 0.14993
 1/eps(q,0): true 0.12276, pole at Omega 0.23404
every check passed
```
